# Potential parameters and traceless canonical bands in the atomic-sphere approximation

## 1. What symmetry and dimensions fix

Let $S_{lm,lm'}(\mathbf R)$ be the amplitude with which a static multipole field of angular momentum $l$, centred at $\mathbf R$, appears as a regular field of the same $l$ about the origin. Three properties determine its trace over $m$.

- The field is a solution of Laplace's equation also as a function of the position $\mathbf R$ of its source. Each element is therefore harmonic in $\mathbf R$ for $\mathbf R\neq0$.
- The amplitude is dimensionless. The outgoing field falls as $(w/r)^{l+1}$ and the regular one grows as $(r/w)^l$, where $w$ is a common length scale, so each element is $(w/R)^{2l+1}$ times a function of direction.
- Rotating $\mathbf R$ transforms the block by an orthogonal matrix on both sides, so the trace does not depend on direction.

Hence $\sum_m S_{lm,lm}(\mathbf R)=c_l\,(w/R)^{2l+1}$. Since $\nabla^2R^n=n(n+1)R^{n-2}$, harmonicity with $n=-2l-1$ requires

$$2l(2l+1)\,c_l=0 .$$

For $l>0$ this gives $c_l=0$. Every bond block is traceless, and so is every sum of bond blocks with phase factors $e^{i\mathbf k\cdot\mathbf R}$. For $l=0$ the condition is empty and the trace survives.

The energy dependence is not fixed by symmetry, but it can be approximated with a few constants. The potential enters through a dimensionless function $P_l(E)$. If it is a ratio of two linear functions of $E$ that vanishes at $C$, then it has the form

$$\frac1{P(E)}=\gamma+\frac{\Delta}{E-C}, \tag{1}$$

with energies $C$, $\Delta$ and a pure number $\gamma$. The sections below derive this form, its parameters and its error.

## 2. Matching and tail cancellation

Hartree atomic units are used. The crystal has one atom per cell. Each cell is replaced by a sphere of radius $s$ and equal volume, the potential inside is spherical, and the kinetic energy outside is set to zero. This is the atomic-sphere approximation. With real harmonics and $L=(l,m)$, the outer fields are

$$K_L=\left(\frac wr\right)^{l+1}Y_L,\qquad J_L=\frac{1}{2(2l+1)}\left(\frac rw\right)^lY_L .$$

Let $\phi(E,r)$ be the regular radial solution and $D(E)=s\phi'(s)/\phi(s)$. An orbital equals $K_L$ outside its own sphere and $(N\phi+PJ)Y_L$ inside, where $K$ and $J$ now denote radial parts. Continuity of value and of $s$ times the slope gives

$$N\phi+PJ=K,\qquad ND\phi+lPJ=-(l+1)K .$$

Subtracting $D$ times the first equation from the second removes $N$: $(l-D)PJ=-(D+l+1)K$. With $K/J=2(2l+1)(w/s)^{2l+1}$,

$$P=2(2l+1)\left(\frac ws\right)^{2l+1}\frac{D+l+1}{D-l}. \tag{2}$$

About the origin, the tail of an orbital at $\mathbf R$ is

$$K_L(\mathbf r-\mathbf R)=-\sum_{L'}J_{L'}(\mathbf r)\,S_{L'L}(\mathbf R),\qquad r<R. \tag{3}$$

A Bloch sum with coefficients $u_L$ contains, in the sphere at the origin, the wanted term $N\phi u$ and the terms $J(Pu-S(\mathbf k)u)$, where $S(\mathbf k)=\sum_{\mathbf R\neq0}e^{i\mathbf k\cdot\mathbf R}S(\mathbf R)$. The latter do not solve the radial equation in the sphere, so they must cancel:

$$[P(E)-S(\mathbf k)]\,u=0. \tag{4}$$

$S$ contains the lattice and $P$ contains the atom. Unhybridized bands are obtained by dropping the blocks of $S$ with $l'\neq l$. Then $P_l$ multiplies a unit matrix, and (4) reduces to $P_l(E)=S_i(\mathbf k)$, where the canonical bands $S_i$ are the $2l+1$ eigenvalues of the $l$ block.

## 3. Structure constants and their trace

An explicit formula is needed for implementation. Let $\mathcal Y_L(\mathbf r)=r^lY_L$, a homogeneous harmonic polynomial. As a differential operator it obeys

$$\mathcal Y_L(\nabla)\frac1r=(-1)^l(2l-1)!!\,\frac{Y_L}{r^{l+1}},\qquad
\mathcal Y_{L'}(\nabla)\mathcal Y_L(\mathbf r)\Big|_0=\frac{(2l+1)!!}{4\pi}\delta_{L'L}.$$

For the first relation write $1/r=g(r^2/2)$ with $g(x)=(2x)^{-1/2}$. If all $l$ derivatives act on $g$ the result is $\mathcal Y_L(\mathbf r)\,g^{(l)}$. Every other term contains $\nabla^2\mathcal Y_L=0$.

For the second, apply $\mathcal Y_L(\nabla)$ to $(\mathbf a\cdot\mathbf r)^l/l!$, which gives $\mathcal Y_L(\mathbf a)$. The leading coefficient of the Legendre polynomial $P_l$ is $(2l-1)!!/l!$, so the addition theorem gives

$$\frac{(\mathbf a\cdot\mathbf r)^l}{l!}=\frac{4\pi}{(2l+1)!!}\sum_{m}\mathcal Y_{lm}(\mathbf a)\mathcal Y_{lm}(\mathbf r)+r^2q(\mathbf r).$$

For polynomials of equal degree, $f(\nabla)h=h(\nabla)f$. The remainder thus contributes $q(\nabla)\nabla^2\mathcal Y_L=0$, and comparing coefficients of $\mathcal Y_{lm}(\mathbf a)$ proves the relation.

Now write the tail as $K_L(\mathbf r-\mathbf R)=\sum_{L'}c_{L'}\mathcal Y_{L'}(\mathbf r)$. The two relations give

$$c_{L'}=\frac{4\pi}{(2l'+1)!!}\,\frac{(-1)^lw^{l+1}}{(2l-1)!!}\,\mathcal Y_{L'}(\nabla)\mathcal Y_L(\nabla)\frac1{|\mathbf r-\mathbf R|}\Big|_{\mathbf r=0}.$$

Comparison with (3) gives $S_{L'L}=-2(2l'+1)w^{l'}c_{L'}$, hence

$$S_{L'L}(\mathbf R)=-\frac{8\pi(-1)^l\,w^{l+l'+1}}{(2l-1)!!\,(2l'-1)!!}\,\mathcal Y_{L'}(\nabla)\mathcal Y_L(\nabla)\frac{1}{|\mathbf r-\mathbf R|}\Big|_{\mathbf r=0}. \tag{5}$$

The trace result can be read off again: $\sum_m\mathcal Y_{lm}(\nabla)^2=(2l+1)\nabla^{2l}/4\pi$, which annihilates $1/|\mathbf r-\mathbf R|$ for $l>0$.

**Bond frame.** Put $z$ along $\mathbf R$ and use complex harmonics, conjugating the left operator. Acting on a harmonic function, terms with $\nabla^2$ drop out. For $m\ge0$, up to a sign that squares away,

$$\mathcal Y_{lm}(\nabla)\to\sqrt{\frac{2l+1}{4\pi}\frac{(l-m)!}{(l+m)!}}\;\frac{(2l-1)!!}{(l-m)!}\,(\partial_x+i\partial_y)^m\partial_z^{\,l-m}.$$

In the product with its conjugate, $(\partial_x^2+\partial_y^2)^m\to(-1)^m\partial_z^{2m}$. On the axis $\partial_z^{2l}$ of $1/|\mathbf r-\mathbf R|$ is $(2l)!/R^{2l+1}$. Equation (5) becomes

$$S_{llm}=(-1)^{l+m+1}\,2(2l+1)\binom{2l}{l+m}\left(\frac wR\right)^{2l+1}, \tag{6}$$

with equal values for $\pm m$. The sum over $m$ is proportional to $(1-1)^{2l}$, which is zero for $l>0$. For d states the factors are $-60$, $40$, $-10$ for $|m|=0,1,2$, and $-60+2(40)-2(10)=0$.

**A d block without rotation matrices.** Represent d harmonics by symmetric traceless $3\times3$ matrices with $\mathrm{Tr}\,Q_iQ_j=\delta_{ij}$, so that $Y_i=\sqrt{15/8\pi}\,\mathbf n\cdot Q_i\mathbf n$. Rotational symmetry about the bond direction $\mathbf n$ allows the form

$$S_{ij}=\left(\frac wR\right)^5\left[-10\,\delta_{ij}+100\,\mathbf n\cdot Q_iQ_j\mathbf n-175(\mathbf n\cdot Q_i\mathbf n)(\mathbf n\cdot Q_j\mathbf n)\right]. \tag{7}$$

The coefficients follow from (6). For $|m|=2$ the last two terms vanish. For $|m|=1$, $|Q\mathbf n|^2=1/2$, giving $-10+50=40$. For $m=0$, $|Q\mathbf n|^2=(\mathbf n\cdot Q\mathbf n)^2=2/3$, giving $-10-75(2/3)=-60$.

**Convergence.** For $l\ge2$ the lattice sum converges absolutely. For $l=1$ the terms fall as $R^{-3}$, and at $\mathbf k=0$ the value depends on the order of summation. Its trace does not, because each term is traceless. The limit can be found from $S_{ij}=6w^3\partial_i\partial_j(1/R)=6w^3(3n_in_j-\delta_{ij})/R^3$. In a cubic lattice with cell volume $\Omega$ the near region contributes nothing as $k\to0$, and the far region becomes an integral. The angular integral of $e^{i\mathbf k\cdot\mathbf R}(3n_in_j-\delta_{ij})$ is $-4\pi j_2(kR)(3\hat k_i\hat k_j-\delta_{ij})$, and $\int_0^\infty j_2(x)\,dx/x=1/3$. Thus

$$S_{ij}\to-\frac{8\pi w^3}{\Omega}(3\hat k_i\hat k_j-\delta_{ij}).$$

For $w=s$, $\Omega=4\pi s^3/3$, the eigenvalues are $-12$ (longitudinal) and $6,6$ (transverse). Their sum is zero although the matrix has no unique limit.

For $l=0$, $S=-2\sum e^{i\mathbf k\cdot\mathbf R}w/R$ behaves as $-8\pi w/(\Omega k^2)$ at small $k$. It diverges, and $P\to-\infty$ then selects $D=0$ by (2), the zero-slope condition for the bottom of an s band.

## 4. Potential parameters

Choose an energy $E_\nu$ in the band. From here $\phi$ is the solution at $E_\nu$, normalized by $\int_0^s\phi^2r^2dr=1$, and $\dot\phi$ is the energy derivative of the normalized solution. Then $(H-E_\nu)\dot\phi=\phi$ and $\langle\phi|\dot\phi\rangle=0$, where brackets are radial integrals over the sphere.

With $u=r\phi$ and $v=r\dot\phi$, the radial equations give $(uv'-u'v)'=-2u^2$. Integration yields

$$s^2(\phi\dot\phi'-\phi'\dot\phi)=-2,\qquad \frac{dD}{dE}=\frac{s(\phi\dot\phi'-\phi'\dot\phi)}{\phi^2}=-\frac{2}{s\phi^2}. \tag{8}$$

Functions without an argument are values at $s$. Let $D_\phi$ and $D_{\dot\phi}$ be the logarithmic derivatives of $\phi$ and $\dot\phi$. Requiring $\phi+\omega\dot\phi$ to have logarithmic derivative $D$ means $D(\phi+\omega\dot\phi)=D_\phi\phi+\omega D_{\dot\phi}\dot\phi$, so

$$\omega(D)=-\frac{\phi}{\dot\phi}\,\frac{D-D_\phi}{D-D_{\dot\phi}}. \tag{9}$$

**Relation to the energy.** Let $\psi$ be the solution at $E=E_\nu+\varepsilon$ and $W(a,b)=s^2(ab'-a'b)$. Green's identity, $\langle a|Hb\rangle-\langle Ha|b\rangle=-\tfrac12W(a,b)$, gives

$$W(\psi,\phi)=2\varepsilon\langle\psi|\phi\rangle,\qquad W(\psi,\dot\phi)=-2\left[\langle\psi|\phi\rangle-\varepsilon\langle\psi|\dot\phi\rangle\right].$$

When $D=D(E)$, $\phi+\omega\dot\phi$ matches $\psi$ at $s$ up to a factor, so $W(\psi,\phi)+\omega W(\psi,\dot\phi)=0$ and

$$\omega=\frac{\varepsilon\langle\psi|\phi\rangle}{\langle\psi|\phi\rangle-\varepsilon\langle\psi|\dot\phi\rangle}.$$

Normalize $\psi$, so that $\psi=\phi+\varepsilon\dot\phi+O(\varepsilon^2)$. Then $\langle\psi|\phi\rangle=1+O(\varepsilon^2)$ and $\langle\psi|\dot\phi\rangle=p\varepsilon+O(\varepsilon^2)$, with $p=\langle\dot\phi^2\rangle$. Therefore

$$\omega=\varepsilon+p\varepsilon^3+O(\varepsilon^4),\qquad E=E_\nu+\omega-p\omega^3+O(\omega^4). \tag{10}$$

**Reading off the parameters.** By (2) and (9), $P$ is a ratio of linear functions of $D$, and $D$ is one of $\omega$. Hence $P$ is also a ratio of linear functions of $\omega$. Replacing $\omega$ by $E-E_\nu$, which costs the cubic error in (10), gives (1). Its three parameters follow from three properties.

The zero of $P$ lies at $D=-l-1$:

$$C=E_\nu+\omega(-l-1). \tag{11}$$

From (1), $dP/dE=1/\Delta$ at $C$. From (2), $dP/dD=-2(w/s)^{2l+1}$ there, because $D-l=-(2l+1)$. Differentiating the logarithmic derivative of $\phi+\omega\dot\phi$ and using (8) gives $dD/d\omega=-2/(s\Phi^2)$, where $\Phi=\phi+\omega(-l-1)\dot\phi$. The product of the two slopes is $1/\Delta$:

$$\Delta=\frac s4\left(\frac sw\right)^{2l+1}\Phi^2. \tag{12}$$

As $\omega\to\infty$, $D\to D_{\dot\phi}$, and (1) gives $1/P\to\gamma$:

$$\gamma=\frac{1}{2(2l+1)}\left(\frac sw\right)^{2l+1}\frac{D_{\dot\phi}-l}{D_{\dot\phi}+l+1}. \tag{13}$$

The width $\Delta$ measures the density of the orbital at the sphere boundary, and so its ability to leave the atom. The $l$ block of $S$ scales as $w^{2l+1}$, while $\Delta$ and $\gamma$ scale as $w^{-(2l+1)}$, so the energies do not depend on the choice of $w$.

## 5. From canonical bands to energies

Set $P=S_i$ in (1). Then $1/S_i-\gamma=\Delta/(E_i-C)$, and

$$E_i(\mathbf k)=C+\frac{\Delta\,S_i(\mathbf k)}{1-\gamma S_i(\mathbf k)},\qquad \frac{dE}{dS}=\frac{\Delta}{(1-\gamma S)^2}>0. \tag{14}$$

The case $S_i=0$ gives $E_i=C$. The branch connected to $C$ has $1-\gamma S_i>0$, and there the map preserves the order of the bands. Near $\gamma S_i=1$ the mapped energy diverges, $\omega$ is no longer small, and the parametrization fails. The pole of $P$ is at $C-\Delta/\gamma$. For $\gamma=0$ the energy bands are canonical bands, scaled by $\Delta$ and shifted by $C$.

Since $S/(1-\gamma S)=S+\gamma S^2/(1-\gamma S)$ and the mean of $S_i$ is zero for $l>0$,

$$\overline{E}-C=\Delta\gamma\;\overline{\frac{S^2}{1-\gamma S}} \tag{15}$$

at each $\mathbf k$ and for the zone average. Within this parametrization, and as long as $1-\gamma S_i>0$ for every level, the mean band energy lies above $C$ for $\gamma>0$ and below it for $\gamma<0$, unless all $S_i$ vanish. Thus $C$ is the centre of gravity for $\gamma=0$, not in general.

For $l>0$ the zone mean of $S^2$ is finite and needs no diagonalization; for $l=0$ it diverges, because $S^2\propto k^{-4}$ at small $k$. Averaging $\mathrm{Tr}\,S(\mathbf k)^2$ over $\mathbf k$ leaves $\sum_{\mathbf R}\mathrm{Tr}\,S(\mathbf R)S(-\mathbf R)$, and the $l$ block is even in $\mathbf R$. Squaring (6), using $\sum_m\binom{2l}{l+m}^2=\binom{4l}{2l}$ and dividing by $2l+1$,

$$\overline{S^2}=4(2l+1)\binom{4l}{2l}\sum_{\mathbf R\neq0}\left(\frac wR\right)^{4l+2}. \tag{16}$$

**Hybridization and several atoms.** With hybridization the diagonal $l$ block stays traceless, but its eigenvalues no longer give the energies; (4) must be solved with all blocks. With several atoms per cell, the trace involves the site-diagonal blocks, which are sums over nonzero lattice translations and remain traceless. The single map (14) then requires equal potential parameters on those sites.

## 6. Worked example: d bands of a model fcc crystal

Each sphere contains the well $-14\exp(-r^2)$ Hartree, with $r$ in bohr. Take $s=w=2.5$ bohr, so the fcc lattice constant is $a=s(16\pi/3)^{1/3}=6.397$ bohr. This is a model, not a named metal. The radial equations for $l=2$ were integrated by a high-order Runge–Kutta method. A bracketed root search placed $E_\nu$ where $D_\phi=-2$, on the nodeless branch. The results are

- $E_\nu=-0.17126$ Hartree and $p=2.591$ Hartree$^{-2}$;
- $\phi=0.14000$ bohr$^{-3/2}$;
- $\dot\phi=-1.16667$ bohr$^{-3/2}$ Hartree$^{-1}$ and $D_{\dot\phi}=2.8978$.

Equations (9) and (11)–(13) then give

$$\omega(-3)=\frac{0.14000}{1.16667}\,\frac{-1}{-5.8978}=0.02035,\qquad C=-0.17126+0.02035=-0.15091,$$

$$\Phi=0.14000-0.02035(1.16667)=0.11627,\qquad \Delta=\tfrac{2.5}{4}(0.11627)^2=0.00845,$$

$$\gamma=\frac1{10}\,\frac{0.8978}{5.8978}=0.01522 ,$$

with energies in Hartree and $\Phi$ in bohr$^{-3/2}$. The width parameter is $\Delta=0.230$ eV. The pole of the parametrized $P$ is at $-0.706$ Hartree, well below the band. That far from $E_\nu$, $p\omega^2\approx0.7$ and (1) is no longer accurate: the integrated radial function reaches $D=2$, the true pole, at $-0.54$ Hartree.

The canonical bands were obtained by summing (7) out to $12a$ with a smooth radial cutoff and diagonalizing. Such a cutoff multiplies whole bond blocks and keeps them traceless. The eigenvalues are

- $\Gamma$: $-2.744$ (three times), $4.116$ (twice);
- $X$: $-16.404$, $-14.595$, $9.127$, $10.936$ (twice);
- $L$: $-12.915$, $-3.058$ (twice), $9.516$ (twice);
- $(0.31,0.17,0.52)\,2\pi/a$: $-8.352$, $-2.995$, $0.162$, $3.089$, $8.096$.

Each set sums to zero within rounding. At $\Gamma$, for instance, $3(-2.744)+2(4.116)=0$. At the general point no degeneracy helps, and the sum still vanishes.

For the highest level at $X$, (14) gives

$$E=-0.1509+\frac{0.00845(10.936)}{1-0.01522(10.936)}=-0.1509+\frac{0.0924}{0.8335}=-0.0401\ \text{Hartree}.$$

The lowest is at $-0.2618$ Hartree. Solving $P(E)=S$ with radial functions integrated at the trial energy, and therefore without (1), gives $-0.0458$ and $-0.2600$ Hartree. Equation (10) accounts for most of the differences. At the top, $\omega=0.1312$ Hartree and $p\omega^3=0.0059$, against an actual excess of $0.0057$ Hartree. At the bottom, $p\omega^3=-0.0019$, against $-0.0018$ Hartree.

The mapped width at $X$ is $0.222$ Hartree (6.03 eV), and the direct width is $0.214$ Hartree. The parametrization overestimates it by 3.5% of the direct value. Both calculations omit hybridization and retain the sphere approximation, so this percentage measures the energy parametrization alone. It depends on the choice of $E_\nu$: it is 3.2% for $E_\nu=-0.151$ and 5.1% for $E_\nu=-0.20$ Hartree.

For the band centre, (16) gives $\overline{S^2}=1400\sum(w/R)^{10}=45.82$; a shifted mesh of $6^3$ points gives 45.83. To leading order in $\gamma$, (15) predicts a displacement $\Delta\gamma\overline{S^2}=0.00589$ Hartree. The mapped energies on the mesh give $0.00587$ Hartree, or 0.160 eV, above $C$. This agreement tests only the expansion in $\gamma$. The direct roots of $P(E)=S$ on the same mesh average $0.00515$ Hartree (0.140 eV) above $C$, so the parametrization overstates the displacement by 14%. The mapped value also moves between $0.0045$ and $0.0067$ Hartree as $E_\nu$ goes from $-0.12$ to $-0.20$ Hartree. The mean at one $\mathbf k$ varies much more, from $0.0015$ Hartree above $C$ at $\Gamma$ to $0.0199$ at $X$ (direct roots: $0.0013$ and $0.0175$), because the spread of $S_i$ is larger at $X$. The canonical trace is zero at both points.

For p states on the same lattice, sums out to $16a$ with a smooth cutoff were evaluated at $0.4$ and $0.2$ times $2\pi/a$ along $x$. Extrapolation removing the $k^2$ term gives $-11.97$, $5.98$, $5.98$, close to the limits $-12$, $6$, $6$ of Section 3. The second decimal is not converged in the cutoff: Ewald sums at the same two points extrapolate to $-11.94$, $5.97$, $5.97$. The remainder is of higher order in $k$, and at $0.01\times2\pi/a$ the lowest value is $-11.999$.
